# Correlation times of Langevin sampling in variational Monte Carlo

Variational Monte Carlo averages the local energy over points $R$ drawn from $\psi_T^2$. When the points come from Langevin steps, successive points are correlated, and the statistical error depends on how long the correlation lasts as well as on the variance. This problem finds what determines the correlation times.

Atomic units are used in the algebra. $R$ collects $d$ Cartesian coordinates, $H=-\tfrac12\nabla^2+V(R)$ with a local potential $V$, and $\psi_T$ is real, normalized and smooth, decaying fast enough that surface terms at infinity vanish. The local energy and the drift are

$$E_L=\frac{H\psi_T}{\psi_T}=V-\frac{\nabla^2\psi_T}{2\psi_T},\qquad v=\frac{\nabla\psi_T}{\psi_T}.$$

One Langevin step of length $\tau$ is $R'=R+\tau v(R)+\sqrt{\tau}\,\xi$, where the components of $\xi$ are independent Gaussian numbers of mean zero and variance one. The time $t$ that counts these steps is an inverse energy (an imaginary time), not the physical time of the electrons.

## (a) The equation for the walker density

**Find the equation obeyed by the density $f(R,t)$ of walkers as $\tau\to0$, and show that $\psi_T^2$ is stationary.**

Take a smooth test function $g$ and expand it after one step:

$$g(R')=g+\tau v\cdot\nabla g+\sqrt\tau\,\xi\cdot\nabla g+\frac{\tau}{2}\sum_{ij}\xi_i\xi_j\,\partial_i\partial_j g+\dots$$

Now average over $\xi$. Terms odd in $\xi$ vanish, and $\langle\xi_i\xi_j\rangle=\delta_{ij}$. Terms of order $\tau^{3/2}$ are odd in $\xi$, so the remainder is of order $\tau^2$:

$$\langle g(R')\rangle=g+\tau\left(v\cdot\nabla g+\tfrac12\nabla^2g\right)+O(\tau^2).$$

Average over the starting density $f$, divide by $\tau$ and let $\tau\to0$:

$$\int g\,\frac{\partial f}{\partial t}\,dR=\int f\left(v\cdot\nabla g+\tfrac12\nabla^2 g\right)dR=\int g\left[-\nabla\cdot(vf)+\tfrac12\nabla^2f\right]dR.$$

The last form follows from one integration by parts in the drift term, which gives the minus sign, and two in the diffusion term. Since $g$ is arbitrary,

$$\frac{\partial f}{\partial t}=Lf,\qquad Lf=\tfrac12\nabla^2f-\nabla\cdot(vf)=-\nabla\cdot J,\qquad J=vf-\tfrac12\nabla f.$$

For $f=\psi_T^2$ the two parts of the current are $vf=\psi_T\nabla\psi_T$ and $\tfrac12\nabla f=\psi_T\nabla\psi_T$. They cancel, so $J=0$ and the density does not change.

## (b) A symmetric form of the generator

**$L$ is not symmetric. Write $f=\psi_T\varphi$ and find the equation for $\varphi$. How does it involve $H$?**

The drift term simplifies first, because $vf=(\nabla\psi_T/\psi_T)\,\psi_T\varphi=\varphi\nabla\psi_T$. Hence

$$\nabla\cdot(vf)=\nabla\varphi\cdot\nabla\psi_T+\varphi\nabla^2\psi_T.$$

The diffusion term is

$$\tfrac12\nabla^2(\psi_T\varphi)=\tfrac12\psi_T\nabla^2\varphi+\nabla\psi_T\cdot\nabla\varphi+\tfrac12\varphi\nabla^2\psi_T.$$

On subtraction the first-derivative terms cancel, and the terms in $\nabla^2\psi_T$ combine to $\tfrac12-1=-\tfrac12$:

$$L(\psi_T\varphi)=\tfrac12\psi_T\nabla^2\varphi-\tfrac12\varphi\nabla^2\psi_T.$$

Divide by $-\psi_T$:

$$-\psi_T^{-1}L\,\psi_T\,\varphi=\left[-\tfrac12\nabla^2+\frac{\nabla^2\psi_T}{2\psi_T}\right]\varphi.$$

From the definition of $E_L$, $\nabla^2\psi_T/(2\psi_T)=V-E_L$. The bracket is therefore

$$H_{\rm aux}=-\tfrac12\nabla^2+V-E_L(R)=H-E_L(R),\qquad \frac{\partial\varphi}{\partial t}=-H_{\rm aux}\varphi.$$

Here $E_L(R)$ acts as a multiplying function, not as a number. The generator $-L$ and $H_{\rm aux}$ are related by a similarity transformation. They have the same eigenvalues, provided that $L$ acts on functions $f$ for which $\varphi=f/\psi_T$ is square-integrable. The physical potential $V$ cancels inside $H_{\rm aux}$: the sampling depends on $\psi_T$ alone, as it must, since $V$ does not enter the Langevin step.

## (c) The ground state, and the effect of nodes

**Show that $H_{\rm aux}\psi_T=0$. Under what conditions is $\psi_T$ the ground state? Examine $\psi_T\propto x\,e^{-x^2/2b^2}$ in one dimension.**

The first claim is the definition of the local energy: $H\psi_T-E_L\psi_T=0$. To see whether lower levels exist, write $\varphi=\psi_Tg$. Then

$$H_{\rm aux}(\psi_Tg)=-\tfrac12\psi_T\nabla^2g-\nabla\psi_T\cdot\nabla g=-\frac{1}{2\psi_T}\nabla\cdot(\psi_T^2\nabla g),$$

where the terms $\mp\tfrac12 g\nabla^2\psi_T$ have cancelled. Multiply by $\varphi=\psi_Tg$ and integrate by parts:

$$\langle\varphi|H_{\rm aux}|\varphi\rangle=-\tfrac12\int g\,\nabla\cdot(\psi_T^2\nabla g)\,dR=\tfrac12\int\psi_T^2|\nabla g|^2dR\ \ge 0 .$$

If $\psi_T$ has no nodes, the value zero requires $g$ to be constant. Then $\psi_T$ is the unique ground state, with eigenvalue zero.

If $\psi_T$ has nodes, the integration by parts leaves surface terms $\psi_T^2\,g\,\partial_ng$ on them. Let $s$ be the distance to a node where $\nabla\psi_T\ne0$, so that $\psi_T\propto s$. If $\varphi$ also vanishes there in proportion to $s$, $g$ is smooth and the surface term is zero. If $\varphi$ does not vanish, $g\propto1/s$ and the surface term diverges as $1/s$. The inequality therefore holds in each nodal pocket with $\varphi=0$ on its boundary.

The walkers obey this same restriction. Close to the node the drift is $1/s$, and the averaged rate of change of a function $u(s)$ is $\tfrac12u''+u'/s$. For $u=1/s$ this is $1/s^3-1/s^3=0$. Start at $s$ and stop on reaching either $\epsilon$ or $\ell$, with $\epsilon<s<\ell$ and $\ell$ small. Up to the stop $1/s$ remains bounded, so its mean is conserved. The probability $p$ of reaching $\epsilon$ first satisfies

$$\frac1s=\frac p\epsilon+\frac{1-p}{\ell}\quad\Rightarrow\quad p=\frac{1/s-1/\ell}{1/\epsilon-1/\ell}\to0\quad(\epsilon\to0).$$

In continuous time a walker does not reach the node. Each pocket keeps its population and has its own zero mode. (A finite step can jump over a node; the chain is then a different process, which connects the pockets.)

For the example, $\psi_T''/\psi_T=x^2/b^4-3/b^2$, so

$$H_{\rm aux}=-\frac12\frac{d^2}{dx^2}+\frac{x^2}{2b^4}-\frac{3}{2b^2}.$$

This is a harmonic oscillator of frequency $1/b^2$, with levels $(n+\tfrac12-\tfrac32)/b^2=(n-1)/b^2$. On the whole line the lowest level is $-1/b^2$, with eigenfunction $e^{-x^2/2b^2}$, so there $\psi_T$ is not the ground state. That eigenfunction is nonzero at $x=0$ and does not belong to the process. With $\varphi(0)=0$ the odd states remain, with levels $0,\,2/b^2,\dots$ in each half-line. The gap that governs sampling within a pocket is $2/b^2$.

## (d) Autocorrelation functions

**Find the autocorrelation function of an observable $A(R)$ in equilibrium. In what sense is a correlation time an inverse gap?**

Take $\psi_T$ nodeless, or work in one pocket with $\psi_T$ normalized there. Assume first a discrete spectrum: $H_{\rm aux}\varphi_n=\lambda_n\varphi_n$ with real orthonormal $\varphi_n$, $\varphi_0=\psi_T$ and $0=\lambda_0<\lambda_1\le\lambda_2\dots$

A walker that starts at $R$ has $f(R',0)=\delta(R'-R)$, hence $\varphi(R',0)=\delta(R'-R)/\psi_T(R)$. Evolving $\varphi$ with $e^{-tH_{\rm aux}}$ and multiplying by $\psi_T(R')$ gives the transition density

$$P(R',t|R)=\frac{\psi_T(R')}{\psi_T(R)}\sum_n\varphi_n(R')\,e^{-\lambda_nt}\,\varphi_n(R).$$

With $\delta A=A-\langle A\rangle$, the autocorrelation function is

$$C_A(t)=\iint\delta A(R')\,P(R',t|R)\,\delta A(R)\,\psi_T^2(R)\,dR\,dR'.$$

One factor of $\psi_T(R)$ cancels the denominator of $P$, and the double integral becomes a product of two equal integrals:

$$C_A(t)=\sum_{n\ge1}|\langle\varphi_n|A|\psi_T\rangle|^2e^{-\lambda_nt}.$$

The term $n=0$ is absent because $\langle\psi_T|\delta A|\psi_T\rangle=0$. For $n\ge1$ the constant $\langle A\rangle$ drops out by orthogonality.

So each mode has the correlation time $1/\lambda_n$, an inverse gap of $H-E_L$. A general observable decays as a sum of exponentials. Its long-time decay is set by the lowest mode that it overlaps, which need not be the first. If part of the spectrum is continuous, the sum acquires an integral over that part.

## (e) The error of a time average

**Express the variance of the average of $A$ over a time $T$ through the gaps.**

Let $\sigma_A^2=C_A(0)$ and $w_n=|\langle\varphi_n|A|\psi_T\rangle|^2/\sigma_A^2$, so that $\sum_{n\ge1} w_n=1$. The variance of $\bar A=T^{-1}\int_0^TA\,dt$ is a double time integral of $C_A(|t-t'|)$. A separation $s$ occurs with length $T-s$ for each of the two time orders:

$$\mathrm{var}(\bar A)=\frac{2}{T}\int_0^T\left(1-\frac sT\right)C_A(s)\,ds.$$

For one exponential,

$$\int_0^Te^{-\lambda s}ds=\frac{1-e^{-\lambda T}}{\lambda},\qquad\frac1T\int_0^Ts\,e^{-\lambda s}ds=\frac{1-e^{-\lambda T}}{\lambda^2T}-\frac{e^{-\lambda T}}{\lambda}.$$

Their difference gives

$$\mathrm{var}(\bar A)=\frac{2\sigma_A^2}{T}\sum_{n\ge1}w_n\left[\frac1{\lambda_n}-\frac{1-e^{-\lambda_nT}}{\lambda_n^2T}\right]\ \to\ \frac{2\sigma_A^2\tau_A}{T},\qquad\tau_A=\sum_{n\ge1}\frac{w_n}{\lambda_n}.$$

The limit requires $T$ long compared with the correlation times that contribute. The integrated time $\tau_A$ is a weighted mean of inverse gaps and cannot exceed $1/\lambda_1$.

## (f) Are these the gaps of the physical Hamiltonian?

**Consider an exact nodeless ground state, and then $\psi_T\propto e^{-\kappa r}$ for one electron bound to a charge $Z$ in three dimensions.**

If $\psi_T$ is the exact nodeless ground state, $E_L=E_0$ everywhere and $H_{\rm aux}=H-E_0$. The decay rates are then the excitation energies $E_n-E_0$. When two electrons share a spin, the spatial function has nodes. Even an exact $\psi_T$ then gives the gaps of $H$ within one pocket with $\varphi=0$ on the nodes, and these need not be physical excitation energies.

For the exponential, $\nabla^2\psi_T/\psi_T=\kappa^2-2\kappa/r$, and

$$H_{\rm aux}=-\tfrac12\nabla^2-\frac\kappa r+\frac{\kappa^2}{2}.$$

This is a hydrogen-like atom of charge $\kappa$, shifted by $\kappa^2/2$. Its bound levels are $\tfrac12\kappa^2(1-1/n^2)$ with $n=1,2,\dots$, and a continuum starts at $\kappa^2/2$. The first gap is $3\kappa^2/8$, whatever the value of $Z$; the first gap of $H$ is $3Z^2/8$. The two agree when $\kappa=Z$, where $\psi_T$ is exact.

## (g) A double well in numbers

**One electron moves in $V=B[(x/a)^2-1]^2$ with $a=1$ Å and $B=30$ eV. The trial function is a sum of two Gaussians, $e^{-(x-a)^2/2b^2}+e^{-(x+a)^2/2b^2}$, with $b=0.5$ Å. Find the correlation times of $x$ and of $E_L$.**

With energies in eV and lengths in Å, the constant $K=\hbar^2/m_e=7.62$ eV Å$^2$ enters. The step is $x'=x+K\tau v+\sqrt{K\tau}\,\xi$, with $\tau$ in eV$^{-1}$, and

$$H_{\rm aux}=-\frac K2\frac{d^2}{dx^2}+U,\qquad U=\frac K2\frac{\psi_T''}{\psi_T}=\frac K2(v^2+v'),\qquad v=-\frac{x}{b^2}+\frac{a}{b^2}\tanh\frac{ax}{b^2}.$$

At $x=0$, $v=0$ and $v'=-1/b^2+a^2/b^4=12$ Å$^{-2}$, so $U(0)=3.81\times12\approx46$ eV. At $x=\pm a$ the hyperbolic tangent is nearly saturated, and $U\approx-3.81\times4\approx-15$ eV. The auxiliary problem is thus a double well with a barrier of about 61 eV, twice that of $V$.

**Gaps.** I replaced the second derivative by three-point differences on 1401 points from $-3.5$ to $3.5$ Å and diagonalized the matrix. The lowest level is $-0.0001$ eV, which is zero up to the grid error. The next three give

$$\lambda_1=0.98\ \text{eV},\quad\lambda_2=28.7\ \text{eV},\quad\lambda_3=34.9\ \text{eV}.$$

In atomic units $\lambda_1=0.0361$ hartree. The longest correlation time is $1/\lambda_1=1.02$ eV$^{-1}$, or 27.7 hartree$^{-1}$.

The same grid gives 3.57 eV and 27.7 eV for the first two gaps of $H$ itself. The physical first gap would predict a correlation time 3.6 times too short. The trial function is far from exact: its energy is 23.1 eV against a ground-state energy of 17.3 eV.

The form $\tfrac K2\int\psi_T^2g'^2dx$ of part (c) explains the slow mode. An odd $g$ can change sign near $x=0$ at little cost if $\psi_T^2$ is small there. The density at the centre, relative to that at $x=a$, is about $4e^{-a^2/b^2}=4e^{-4}=0.07$. Changing $b$ with $H$ fixed shows the effect:

| $b$ (Å) | trial energy (eV) | $\lambda_1$ (eV) |
|---|---|---|
| 0.4 | 21.8 | 0.22 |
| 0.5 | 23.1 | 0.98 |
| 0.6 | 27.9 | 1.88 |

Among these three, the function with the lowest energy samples the position most slowly.

**Two observables.** $U$ is even, so its modes alternate in parity and $n=1$ is odd. The position $x$ is odd and overlaps this mode with weight $w_1=0.928$. Its integrated time is 0.947 eV$^{-1}$, of which the first mode supplies $0.928/0.9815=0.945$ eV$^{-1}$. The local energy is even and has no overlap with the first mode. Its largest weights include 0.41 for $n=2$ and 0.31 for $n=4$, and its integrated time is 0.0226 eV$^{-1}$, 42 times shorter than that of $x$.

A small error bar on the energy therefore says nothing about how well walkers pass between the wells. Here the energy does not suffer, since both wells contribute equally by symmetry. If the symmetry were broken, $E_L$ could overlap the slow mode.

**Finite steps.** A practical run adds a Metropolis test, accepting a move $x\to x'$ with probability $\min[1,\psi_T^2(x')T(x|x')/\psi_T^2(x)T(x'|x)]$, where $T(x'|x)$ is the Gaussian step density. This keeps $\psi_T^2$ stationary at finite $\tau$ but does not keep the rates. If $\mu_n$ is an eigenvalue of the one-step transition matrix, the rate is $-\ln\mu_n/\tau$. On a grid of 601 points from $-3$ to $3$ Å:

| $\tau$ (eV$^{-1}$) | first rate (eV) | second rate (eV) |
|---|---|---|
| $6\times10^{-4}$ | 0.956 | 29.12 |
| $3\times10^{-4}$ | 0.969 | 28.92 |
| linear extrapolation to 0 | 0.982 | 28.72 |

At the larger step the first rate is 2.6% below $\lambda_1$ and the second 1.4% above $\lambda_2$. In steps of this size, $1/\lambda_1$ is about 1700 steps and the integrated time of $E_L$ about 38.

**A simulation.** I ran 20000 independent walkers, started from $\psi_T^2$, for 1000 steps of $6\times10^{-4}$ eV$^{-1}$, so $T=0.6$ eV$^{-1}$. The fraction of accepted moves was 0.9994.

The normalized autocorrelation of $E_L$ at $0.03$ eV$^{-1}$ was $0.233\pm0.015$; the sum of exponentials gives 0.244. That of $x$ at $0.6$ eV$^{-1}$ was $0.532\pm0.006$, against 0.515 in continuous time, a difference of 2.9 standard errors. Part of it is the finite step: with the first rate at this $\tau$, the slow mode gives $0.928\,e^{-0.956\times0.6}=0.523$. This estimate keeps the continuous-time weight, which the finite step also lowers slightly (to 0.926, giving 0.522). The remaining difference is under two standard errors, which is compatible with sampling noise.

For the time average of $E_L$, the standard deviation $\sigma=25.4$ eV gives the long-time estimate

$$\frac{2\sigma^2\tau_E}{T}=\frac{2\times(25.42)^2\times0.02257}{0.6}=48.6\ \text{eV}^2$$

for one walker. The finite-$T$ formula of part (e) gives 46.4 eV$^2$, and the variance among the simulated walkers was 46.1 eV$^2$, with a sampling error of about 0.8 eV$^2$. (The finite step lowers the expected value to about 45.7 eV$^2$, a shift this sample cannot resolve.) The long-time estimate is 5% above the finite-$T$ value because $T$ is not very long. By part (e) the neglected term, relative to the long-time estimate, is close to $\sum_n w_n\lambda_n^{-2}/(\tau_ET)=4.6\%$. This is somewhat more than $\tau_E/T\approx1/27$, since several modes contribute.
